# Absence of equilibrium chiral magnetic current in a lattice Weyl semimetal: verification in Python

```python
# Result under test: in a lattice Weyl model H(k) = eps0(k) + d(k).sigma a static uniform
# field B drives no equilibrium current, even when the nodes have different energies E_nu.
# Units hbar = a = t = 1. q = charge, phi = qB, band s = +-1, chi = node chirality,
# Omega = curl of i<u|grad u>, mt = m/q (orbital moment), f = Fermi function,
# g = -T ln(1+exp((mu-eps)/T)), j = (e^2/h^2)*alpha*B with alpha an energy.
# Claims: alpha_s = -(1/2pi) Int d^3k f v.Omega = -s sum_nu chi_nu g(E_nu); sum_s alpha_s = 0;
# Int (f' v_i mt_j + f d_i mt_j) = 0; the exact magnetic-lattice current is zero;
# unequal mu gives alpha = mu_+ - mu_-; frozen occupations give (E_+ - E_-)/3 for cones.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.special import expit
from scipy.integrate import quad
from scipy import constants as sc

pi = np.pi
sig = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
fermi = lambda e, mu, T: expit((mu - e) / T)
gpot = lambda e, mu, T: -T * np.logaddexp(0, (mu - e) / T)
dfermi = lambda e, mu, T: -fermi(e, mu, T) * (1 - fermi(e, mu, T)) / T

def model(k0, sy, c0, s0):
    # component mu of H: h0 + sum_a (C[a] cos k_a + S[a] sin k_a); nodes at (0,0,+-k0)
    C = np.zeros((3, 4)); S = np.zeros((3, 4))
    C[:, 3] = -1; C[:, 0] = c0; S[:, 0] = s0; S[0, 1] = 1; S[1, 2] = sy
    return dict(h0=np.array([0, 0, 0, 2 + np.cos(k0)]), C=C, S=S, k0=k0)

def geometry(M, k):
    c, s = np.cos(k), np.sin(k)
    h = M['h0'][:, None] + M['C'].T @ c + M['S'].T @ s
    dh = [-M['C'][a][:, None] * s[a] + M['S'][a][:, None] * c[a] for a in range(3)]
    d = h[1:]; dn = np.sqrt((d * d).sum(0))
    w = np.array([(d * np.cross(dh[(a + 1) % 3][1:], dh[(a + 2) % 3][1:], axis=0)).sum(0) for a in range(3)])
    v0 = np.array([x[0] for x in dh]); vd = np.array([(d * x[1:]).sum(0) / dn for x in dh])
    return dict(e={s_: h[0] + s_ * dn for s_ in (1, -1)}, v={s_: v0 + s_ * vd for s_ in (1, -1)},
                Om={s_: -s_ * w / (2 * dn**3) for s_ in (1, -1)}, mt=w / (2 * dn**2))

def hops(M):
    return [np.tensordot((M['C'][a] - 1j * M['S'][a]) / 2, sig, 1) for a in range(3)]

def bloch(M, k):
    H = np.tensordot(M['h0'], sig, 1)
    for a, Ta in enumerate(hops(M)):
        H = H + Ta * np.exp(1j * k[a]) + Ta.conj().T * np.exp(-1j * k[a])
    return H

def nodes(M):
    out = []
    for kz in (M['k0'], -M['k0']):
        k = np.array([0, 0, kz]); ev = np.linalg.eigvalsh(bloch(M, k))
        assert ev[1] - ev[0] < 1e-12
        J = np.array([(-M['C'][a] * np.sin(k[a]) + M['S'][a] * np.cos(k[a]))[1:] for a in range(3)])
        out.append((k, np.sign(np.linalg.det(J)), ev.mean()))
    return out

ct, wt = leggauss(36); ph = 2 * pi * (np.arange(56) + 0.5) / 56
CT, PH = np.meshgrid(ct, ph, indexing='ij'); ST = np.sqrt(1 - CT**2)
nhat = np.array([ST * np.cos(PH), ST * np.sin(PH), CT]).reshape(3, -1)
wang = np.repeat(wt, 56) * 2 * pi / 56

def ball(center, R):
    x, wx = leggauss(64); r = R * (x + 1) / 2
    k = center[:, None, None] + r[None, :, None] * nhat[:, None, :]
    return k.reshape(3, -1), np.outer(wx * R / 2 * r**2, wang).ravel(), np.repeat(r, wang.size)

def zone(M, N=80):
    cut = lambda r2: np.exp(-(r2 / 0.81)**3)      # smooth partition of unity around nodes
    x = 2 * pi * (np.arange(N) + 0.5) / N - pi
    k = np.array(np.meshgrid(x, x, x, indexing='ij')).reshape(3, -1)
    rest = np.ones(k.shape[1]); ks, ws = [k], []
    for kn, _, _ in nodes(M):
        dz = (k[2] - kn[2] + pi) % (2 * pi) - pi
        rest -= cut(k[0]**2 + k[1]**2 + dz**2)
        kb, wb, r = ball(kn, 1.6); ks.append(kb); ws.append(wb * cut(r**2))
    return np.concatenate(ks, 1), np.concatenate([rest * (2 * pi / N)**3] + ws)

def alpha_band(G, W, s, mu, T):
    return -(W * fermi(G['e'][s], mu, T) * (G['v'][s] * G['Om'][s]).sum(0)).sum() / (2 * pi)

alpha_nodes = lambda M, s, mu, T: -s * sum(chi * gpot(E, mu, T) for _, chi, E in nodes(M))

def surface_piece(G, W, i, mu, T):
    return sum((W * dfermi(G['e'][s], mu, T) * G['v'][s][i] * G['mt']).sum(1) for s in (1, -1)) / (2 * pi)

def sea_piece(M, k, G, W, i, mu, T):
    kc = k.astype(complex); kc[i] += 1e-20j       # complex-step derivative of mt
    dm = geometry(M, kc)['mt'].imag / 1e-20
    return (W * (fermi(G['e'][1], mu, T) + fermi(G['e'][-1], mu, T)) * dm).sum(1) / (2 * pi)

def magnetic(M, N, sign, kzs, vectors):
    # Peierls lattice, gauge A = (0,Bx,0), phi = sign*2pi/N; levels and <dH/dkz>
    Tx, Ty, Tz = hops(M); H0 = np.zeros((2 * N, 2 * N), complex)
    for x in range(N):
        y = (x + 1) % N
        H0[2*x:2*x+2, 2*x:2*x+2] += np.tensordot(M['h0'], sig, 1) / 2 + Ty * np.exp(1j * (0.23 / N - sign * 2 * pi * x / N))
        H0[2*x:2*x+2, 2*y:2*y+2] += Tx * (np.exp(0.37j) if y == 0 else 1)
    H0 = H0 + H0.conj().T; E, V = [], []
    for kz in kzs:
        Z = np.kron(np.eye(N), Tz * np.exp(1j * kz)); H = H0 + Z + Z.conj().T
        if vectors:
            e, U = np.linalg.eigh(H)
            V.append((U.conj() * ((1j * Z - 1j * Z.conj().T) @ U)).sum(0).real)
        else:
            e = np.linalg.eigvalsh(H)
        E.append(e)
    return np.array(E), np.array(V)

t_meV, a_m, B_T = 200.0, 0.5e-9, 1.0
b, mu, T, R = 0.2, 0.1, 0.05, 0.8
main = model(pi / 2, 1.0, [0, 0, 0], [0, 0, b])
skew = model(1.2, 0.8, [0, 0.15, 0.1], [0.2, 0.1, 0.3])
rng = np.random.default_rng(1)

# equations of motion solved as a linear system
cx = lambda u: np.array([[0, -u[2], u[1]], [u[2], 0, -u[0]], [-u[1], u[0], 0]])
for _ in range(5):
    v, Om, p = rng.normal(size=(3, 3)) * 0.5
    rdot = np.linalg.solve(np.eye(3) + cx(Om) @ cx(p), v)
    assert np.allclose(rdot, v - np.cross(np.cross(rdot, p), Om))
    assert np.allclose((1 - p @ Om) * rdot, v - (v @ Om) * p)

# curvature from plaquette phases, moment from finite-difference eigenvectors
for _ in range(4):
    k = rng.uniform(-pi, pi, 3); G1 = geometry(skew, k[:, None]); h = 1e-4
    for n, s in ((0, -1), (1, 1)):
        e0, U0 = np.linalg.eigh(bloch(skew, k))
        def u(dk):
            x = np.linalg.eigh(bloch(skew, k + dk))[1][:, n]; o = np.vdot(U0[:, n], x)
            return x * abs(o) / o
        for c in range(3):
            ea, eb = h * np.eye(3)[(c + 1) % 3], h * np.eye(3)[(c + 2) % 3]
            us = [u(-ea - eb), u(ea - eb), u(ea + eb), u(eb - ea)]
            loop = np.prod([np.vdot(us[i], us[(i + 1) % 4]) for i in range(4)])
            assert abs(-np.angle(loop) / (4 * h * h) - G1['Om'][s][c, 0]) < 1e-5
            da, db = (u(ea) - u(-ea)) / (2 * h), (u(eb) - u(-eb)) / (2 * h)
            X = bloch(skew, k) - e0[n] * np.eye(2)
            m = 0.5j * (np.vdot(da, X @ db) - np.vdot(db, X @ da))
            assert abs(m - G1['mt'][c, 0]) < 1e-5

# worked example: full zone
k, W = zone(main); G = geometry(main, k)
assert abs(W.sum() / (2 * pi)**3 - 1) < 1e-8
al = {s: alpha_band(G, W, s, mu, T) for s in (1, -1)}
for s in (1, -1):
    assert abs(al[s] - alpha_nodes(main, s, mu, T)) < 1e-5
assert abs(al[1]) > 0.1 and abs(al[1] + al[-1]) < 1e-5
fs = surface_piece(G, W, 2, mu, T)[2]; sea = sea_piece(main, k, G, W, 2, mu, T)[2]
assert abs(fs) > 0.05 and abs(fs + sea) < 1e-5

# balls, monopole flux, cut-off cones
inside = surf = cone = 0.0; flux = []
for kn, chi, E in nodes(main):
    kb, wb, _ = ball(kn, R); Gb = geometry(main, kb); Gs = geometry(main, kn[:, None] + R * nhat)
    for s in (1, -1):
        dS = R * R * wang * (Gs['Om'][s] * nhat).sum(0)
        assert abs(dS.sum() + 2 * pi * s * chi) < 1e-7
        inside += alpha_band(Gb, wb, s, mu, T)
        surf -= (gpot(Gs['e'][s], mu, T) * dS).sum() / (2 * pi)
        if s == 1: flux.append(dS.sum() / (2 * pi))
    one = chi * (gpot(E + R, mu, T) - gpot(E - R, mu, T))
    assert abs(one - chi * quad(lambda x: fermi(E + x, mu, T) + fermi(E - x, mu, T), 0, R, limit=200)[0]) < 1e-7
    cone += one
(_, chp, Ep), (_, chm, Em) = nodes(main)
assert abs(inside - surf) < 1e-6 and abs(cone - (Em - Ep)) < 1e-4
assert abs(inside - cone) < b * R * R + 1e-3      # 1 - cos p <= R^2/2 on each sphere

# frozen occupations approach the cone value when all energies are scaled down
lam = 0.05; small = model(pi / 2, 1.0, [0, 0, 0], [0, 0, lam * b]); fro = 0.0
for kn, _, _ in nodes(small):
    kb, wb, _ = ball(kn, 1.2 * lam)
    fro += surface_piece(geometry(small, kb), wb, 2, lam * mu, lam * T)[2]
ratio = fro / (2 * lam * b)
assert abs(3 * ratio - 1) < 2e-3

# exact magnetic lattice: alpha = 4 pi^2 J / phi = sign * Int dkz sum_n f v
x, wx = leggauss(120); kp = pi * (x + 1) / 2; kzs = np.concatenate([kp, -kp]); wk = np.tile(wx * pi / 2, 2)
Nf, dmu = 40, 0.05
mus = np.concatenate([np.full(120, mu + dmu), np.full(120, mu - dmu)])[:, None]
for sign in (1, -1):
    E, V = magnetic(main, Nf, sign, kzs, True)
    per = wk * (fermi(E, mu, T) * V).sum(1); eq = sign * per.sum(); half = sign * per[:120].sum()
    neq = sign * (wk * (fermi(E, mus, T) * V).sum(1)).sum()
    assert abs(half) > 0.1 and abs(eq) < 1e-5 and abs(neq - 2 * dmu) < 1e-5
E, V = magnetic(skew, Nf, -1, kzs, True)
eq_skew = max(abs((wk * (fermi(E, m_, 0.1) * V).sum(1)).sum()) for m_ in (-1.5, 0.1, 0.9))
assert eq_skew < 1e-5

# low-symmetry model: scan of mu, full moment tensor, zero-field current
k, W = zone(skew); G = geometry(skew, k); dev = tot = big = 0.0
for m_ in np.linspace(-4, 4, 9) + 0.13:
    ap, am = (alpha_band(G, W, s, m_, 0.1) for s in (1, -1))
    dev = max(dev, abs(ap - alpha_nodes(skew, 1, m_, 0.1)), abs(am - alpha_nodes(skew, -1, m_, 0.1)))
    tot = max(tot, abs(ap + am)); big = max(big, abs(ap))
    assert np.abs(sum((W * fermi(G['e'][s], m_, 0.1) * G['v'][s]).sum(1) for s in (1, -1))).max() < 1e-3
assert dev < 1e-5 and tot < 1e-5 and big > 0.3
F = np.array([surface_piece(G, W, i, 0.4, 0.1) for i in range(3)])
Sx = np.array([sea_piece(skew, k, G, W, i, 0.4, 0.1) for i in range(3)])
assert np.abs(F + Sx).max() < 1e-5 and np.abs(F).max() > 0.01

# phase-space weight and moment: d(omega)/d(phi) against exact spectra at mu = T = 0.5
curv = -sum((W * G['Om'][s][2] * gpot(G['e'][s], .5, .5)).sum() for s in (1, -1)) / (2 * pi)**3
mom = -sum((W * G['mt'][2] * fermi(G['e'][s], .5, .5)).sum() for s in (1, -1)) / (2 * pi)**3
kz32 = 2 * pi * np.arange(32) / 32
om = lambda N, sg: gpot(magnetic(skew, N, sg, kz32, False)[0], .5, .5).sum(1).mean() / N
slope = lambda N: (om(N, 1) - om(N, -1)) / (4 * pi / N)
exact = (4 * slope(80) - slope(40)) / 3           # removes the phi^2 term
assert abs(exact / (curv + mom) - 1) < 1e-3 and abs(mom) > 0.1 * abs(exact)

SI = sc.e**2 / sc.h**2 * sc.e * 1e-3 * B_T
P = lambda lab, val, f='.4f': print(f"{lab} = {val * t_meV:{f}} meV")
print(f"t = {t_meV:.0f} meV, a = {a_m * 1e9:.1f} nm, B = {B_T:.0f} T, ball radius = {R} /a")
P("b", b, '.0f'); P("mu", mu, '.0f'); P("kT", T, '.0f')
print(f"node kz=+pi/2a: chi = {chp:+.0f}, upper-band flux/2pi = {flux[0]:+.6f}")
print(f"node kz=-pi/2a: chi = {chm:+.0f}, upper-band flux/2pi = {flux[1]:+.6f}")
P("E_+", Ep, '.1f'); P("E_-", Em, '.1f')
P("g(E_+)", gpot(Ep, mu, T)); P("g(E_-)", gpot(Em, mu, T))
P("alpha upper band, quadrature", al[1]); P("alpha upper band, node formula", alpha_nodes(main, 1, mu, T))
P("alpha lower band, quadrature", al[-1]); P("alpha sum of bands", al[1] + al[-1], '.1e')
P("moment zz: f' v m piece", fs); P("moment zz: f grad m piece", sea); P("moment zz: sum", fs + sea, '.1e')
P("alpha two cut-off cones", cone); P("alpha two lattice balls, volume", inside)
P("alpha two lattice balls, surface", surf); P("alpha rest of zone", al[1] + al[-1] - inside)
print(f"magnetic lattice flux 1/{Nf}: B = {sc.h / (sc.e * a_m**2 * Nf):.1f} T")
P("exact alpha, kz>0 half", half, '.2f'); P("exact alpha, equilibrium total", eq, '.1e')
P("mu_+ - mu_-", 2 * dmu, '.1f'); P("exact alpha, unequal mu", neq)
P("frozen alpha, lattice", fs); P("frozen alpha, cones (E_+ - E_-)/3", (Ep - Em) / 3)
print(f"frozen alpha/(E_+ - E_-), energies scaled by {lam} = {ratio:.5f}")
print(f"(e^2/h^2) x 1 meV x 1 T = {SI:.4e} A/m^2")
print(f"j cut-off cones = {cone * t_meV * SI:.3e} A/m^2")
print(f"j upper band alone = {al[1] * t_meV * SI:.3e} A/m^2")
print(f"|j| full zone, numerical residue = {abs(al[1] + al[-1] - fs - sea) * t_meV * SI:.1e} A/m^2")
print(f"j unequal mu = {neq * t_meV * SI:.3e} A/m^2")
print(f"j frozen occupations = {fs * t_meV * SI:.3e} A/m^2")
P("skew E_+", nodes(skew)[0][2], '.2f'); P("skew E_-", nodes(skew)[1][2], '.2f'); P("skew kT", 0.1, '.0f')
P("skew scan: max |alpha one band|", big, '.2f'); P("skew scan: max |sum of bands|", tot, '.1e')
P("skew scan: max deviation from node formula", dev, '.1e')
P("skew moment tensor: max piece", np.abs(F).max(), '.2f'); P("skew moment tensor: max sum", np.abs(F + Sx).max(), '.1e')
P("skew exact equilibrium max |alpha|", eq_skew, '.1e')
P("skew magnetization test: mu = kT", 0.5, '.0f')
P("d(omega)/d(phi) curvature part", curv); P("d(omega)/d(phi) moment part", mom)
P("d(omega)/d(phi) semiclassical", curv + mom); P("d(omega)/d(phi) exact spectra", exact)
print("all tests passed")
```

Output:

```
t = 200 meV, a = 0.5 nm, B = 1 T, ball radius = 0.8 /a
b = 40 meV
mu = 20 meV
kT = 10 meV
node kz=+pi/2a: chi = +1, upper-band flux/2pi = -1.000000
node kz=-pi/2a: chi = -1, upper-band flux/2pi = +1.000000
E_+ = 40.0 meV
E_- = -40.0 meV
g(E_+) = -1.2693 meV
g(E_-) = -60.0248 meV
alpha upper band, quadrature = -58.7555 meV
alpha upper band, node formula = -58.7555 meV
alpha lower band, quadrature = 58.7555 meV
alpha sum of bands = -5.3e-08 meV
moment zz: f' v m piece = 26.8305 meV
moment zz: f grad m piece = -26.8305 meV
moment zz: sum = -1.4e-06 meV
alpha two cut-off cones = -79.9995 meV
alpha two lattice balls, volume = -71.1244 meV
alpha two lattice balls, surface = -71.1244 meV
alpha rest of zone = 71.1244 meV
magnetic lattice flux 1/40: B = 413.6 T
exact alpha, kz>0 half = 12439.34 meV
exact alpha, equilibrium total = -2.2e-09 meV
mu_+ - mu_- = 20.0 meV
exact alpha, unequal mu = 20.0000 meV
frozen alpha, lattice = 26.8305 meV
frozen alpha, cones (E_+ - E_-)/3 = 26.6667 meV
frozen alpha/(E_+ - E_-), energies scaled by 0.05 = 0.33334
(e^2/h^2) x 1 meV x 1 T = 9.3674e+06 A/m^2
j cut-off cones = -7.494e+08 A/m^2
j upper band alone = -5.504e+08 A/m^2
|j| full zone, numerical residue = 1.2e+01 A/m^2
j unequal mu = 1.873e+08 A/m^2
j frozen occupations = 2.513e+08 A/m^2
skew E_+ = 93.17 meV
skew E_- = -18.68 meV
skew kT = 20 meV
skew scan: max |alpha one band| = 111.84 meV
skew scan: max |sum of bands| = 3.6e-09 meV
skew scan: max deviation from node formula = 2.8e-09 meV
skew moment tensor: max piece = 41.36 meV
skew moment tensor: max sum = 6.4e-08 meV
skew exact equilibrium max |alpha| = 2.3e-11 meV
skew magnetization test: mu = kT = 100 meV
d(omega)/d(phi) curvature part = -14.2530 meV
d(omega)/d(phi) moment part = 12.9431 meV
d(omega)/d(phi) semiclassical = -1.3100 meV
d(omega)/d(phi) exact spectra = -1.3099 meV
all tests passed
```
